# Surface dipole and bulk terms of the metal work function

**Result.** Let \(z\) point out of a flat metal surface, and let \(\rho(z)\) be the charge density averaged over planes parallel to it. If the surface is neutral, no field is applied, and \(\rho\) vanishes deep inside, an electron leaving the metal climbs the electrostatic barrier

\[
D=-\frac{e}{\varepsilon_0}\int_{-\infty}^{\infty} z\,\rho(z)\,dz ,
\]

and the work function is

\[
\Phi=D-\bar\mu .
\]

Here \(e>0\), and \(\bar\mu\) is the bulk chemical potential of the electrons measured from their electrostatic energy deep inside. In a crystal \(\rho\) does not vanish inside; it must first be averaged over one lattice period.

## 1. Two charged sheets

Put a sheet of charge \(+\sigma\) per area at \(z=0\) and a sheet \(-\sigma\) at \(z=d>0\). The field between them is \(E=\sigma/\varepsilon_0\), pointing outward, and it is zero elsewhere. Since \(E=-d\phi/dz\), the potential \(\phi\) falls by \(\sigma d/\varepsilon_0\) on the way out. The first moment of the charge is \(0\cdot\sigma+d(-\sigma)=-\sigma d\), so

\[
\phi(\infty)-\phi(-\infty)=\frac{1}{\varepsilon_0}\times(\text{first moment}).
\]

An electron has energy \(-e\phi\) and therefore climbs \(e\sigma d/\varepsilon_0\). Negative charge on the outside holds electrons in.

## 2. Any neutral profile

For a planar average, Poisson's equation is \(\phi''=-\rho/\varepsilon_0\). With no field in the vacuum, \(\phi'(\infty)=0\), and integrating from \(z\) to infinity gives

\[
\phi'(z)=\frac{1}{\varepsilon_0}\int_z^\infty\rho(z')\,dz' .
\]

Integrate again from a plane \(c\):

\[
\phi(\infty)-\phi(c)=\frac{1}{\varepsilon_0}\int_c^\infty dz\int_z^\infty dz'\,\rho(z').
\]

The region of integration is \(c<z<z'\). Doing the \(z\) integral first, at fixed \(z'\), gives a factor \(z'-c\):

\[
\phi(\infty)-\phi(c)=\frac{1}{\varepsilon_0}\int_c^\infty (z-c)\rho(z)\,dz
=\frac{1}{\varepsilon_0}\int_c^\infty z\rho\,dz-c\,\phi'(c). \tag{1}
\]

This needs no assumption about the charge below \(c\) beyond the vanishing outer field. Now let \(c\to-\infty\). Neutrality makes \(\phi'(c)\to0\). If it vanishes fast enough that \(c\phi'(c)\to0\), and the moment converges, then

\[
\phi(\infty)-\phi(-\infty)=\frac{1}{\varepsilon_0}\int_{-\infty}^{\infty}z\rho\,dz . \tag{2}
\]

Multiplying by \(-e\) gives \(D\).

As a numerical case, take Gaussian sheets with charges \(1.2,-0.9,-0.3\) \(e/\mathrm{nm}^2\), centres \(-0.10,0.06,0.20\) nm and widths \(0.05,0.08,0.10\) nm. A symmetric sheet contributes its charge times its centre, so the moment is \(-0.120-0.054-0.060=-0.234\ e/\mathrm{nm}\). With \(e/\varepsilon_0=18.0951\) V nm the step is \(-4.234\) V. Direct numerical integration of Poisson's equation also gives \(-4.234\) V.

**When the surface is charged.** Let the net charge per area be \(Q\). Moving the origin by \(b\) changes the moment to

\[
\int(z-b)\rho\,dz=\int z\rho\,dz-bQ ,
\]

which is independent of the origin only for \(Q=0\). With zero outer field, \(\phi'(-\infty)=Q/\varepsilon_0\). Adding \(0.01\ e/\mathrm{nm}^2\) to the sheets leaves an interior slope of 0.181 V/nm, so the inner potential never levels off and no single barrier exists. A real metal screens its interior, so there the net charge puts the field \(Q/\varepsilon_0\) on the vacuum side, and it is the outer potential that fails to level off.

## 3. Electrons in front of a smooth background

Replace the ions by a uniform positive background of number density \(\bar n\) filling \(z<0\). This is jellium. Then \(\rho=e(n_+-n)\), where \(n\) is the electron density and \(n_+\) the background density, and

\[
D=\frac{e^2}{\varepsilon_0}\int z\,(n-n_+)\,dz . \tag{3}
\]

Electrons moved from inside the edge to outside it add to \(D\).

**A hard wall as a limit.** Let non-interacting electrons be confined by an infinite wall, at distance \(x\) from it on the metal side. Each state has density proportional to \(1-\cos 2k_zx\). Averaging over the Fermi sphere of radius \(k_F\), with \(y=2k_Fx\), gives

\[
\frac{n}{\bar n}=1-\frac34\int_{-1}^{1}(1-u^2)\cos(uy)\,du
=1-3\left(\frac{\sin y}{y^3}-\frac{\cos y}{y^2}\right).
\]

The density ripple falls as \(1/x^2\), so the first moment converges conditionally, through its oscillation, while \(c\phi'(c)\) still vanishes.

The missing electrons fix the background edge at \(x=b\). Integrating by parts twice,

\[
\int_0^\infty\!\left(\frac{\sin y}{y^3}-\frac{\cos y}{y^2}\right)dy
=\left[\frac{\cos y}{2y}-\frac{\sin y}{2y^2}\right]_0^\infty+\frac12\int_0^\infty\frac{\sin y}{y}dy=\frac{\pi}{4},
\]

because the bracket vanishes at both ends. Hence \(b=(3/2k_F)(\pi/4)=3\pi/(8k_F)\). For the first moment of the missing density, use

\[
\frac{\sin y}{y^2}-\frac{\cos y}{y}=-\frac{d}{dy}\frac{\sin y}{y},
\]

whose integral from zero to infinity is 1. Thus

\[
\int_0^\infty x\left(1-\frac n{\bar n}\right)dx=\frac{3}{4k_F^2}.
\]

The outward coordinate is \(z=b-x\). By neutrality the constant \(b\) drops out, so

\[
\int z(n-n_+)dz=-\int x(n-n_+)dx
=\bar n\left(\frac{3}{4k_F^2}-\frac{b^2}{2}\right),
\]

\[
D=\frac{e^2\bar n}{\varepsilon_0k_F^2}\left(\frac34-\frac{9\pi^2}{128}\right)>0 .
\]

This density is not self-consistent with its own potential, but it shows that electrons confined by a wall form a dipole even without interacting with one another.

## 4. A crystal needs an average

Inside a crystal \(\rho\) is periodic with period \(a\) along \(z\). By equation (1), the moment taken from a cut \(c\) is

\[
\frac1{\varepsilon_0}\int_c^\infty z\rho\,dz=\phi(\infty)-\phi(c)+c\,\phi'(c),
\]

and the last term grows with depth unless the cut lies where the field is zero. The raw moment has no limit.

Define \(\bar\rho(z)=a^{-1}\int_{-a/2}^{a/2}\rho(z+s)\,ds\), and \(\bar\phi\) likewise. Averaging commutes with differentiation, so \(\bar\phi''=-\bar\rho/\varepsilon_0\). For neutral cells with no mean field, \(\bar\rho\) vanishes inside and \(\bar\phi\) becomes the mean interior potential. Equation (2) then holds for \(\bar\rho\) and \(\bar\phi\).

The choice of interior reference matters. Consider thin ion sheets at the centres of cells, in uniform electrons of density \(\bar n\). At distance \(u\) from a sheet, \(\phi''=e\bar n/\varepsilon_0\), and the field vanishes at the cell boundary \(|u|=a/2\). Therefore

\[
\phi(u)-\phi(a/2)=\frac{e\bar n}{2\varepsilon_0}\left(\frac a2-|u|\right)^2,
\qquad
\langle\phi\rangle-\phi(a/2)=\frac{e\bar na^2}{24\varepsilon_0}. \tag{4}
\]

If each sheet is a Gaussian of width \(s\), narrow enough that its tails do not reach the cell boundary, twice integrating by parts shows that broadening changes \(\int\phi\,dz\) by \(-(1/2\varepsilon_0)\) times the added second moment \(e\bar na s^2\). The mean potential falls by \(e\bar ns^2/2\varepsilon_0\).

Take \(a=0.30\) nm, \(s=0.03\) nm, \(\bar n=80\ \mathrm{nm}^{-3}\) and an electron edge \(n=\tfrac12\bar n\,\mathrm{erfc}(z/w)\) with \(w=0.10\) nm. Numerical integration gives a vacuum potential 3.62 V below that at a deep cell boundary, but 8.40 V below the interior mean. The moment of \(\bar\rho\) reproduces the second value. The difference is

\[
18.0951\times80\times\left(\frac{0.30^2}{24}-\frac{0.03^2}{2}\right)=4.78\ \mathrm V .
\]

A raw moment cut 7¾ periods below the edge instead gives about \(-250\) V. The barrier is thus a statement about a chosen interior reference, and \(\bar\mu\) must use the same one.

## 5. Splitting the work function

The work function is the least energy needed to take one electron from the neutral metal at zero temperature to rest just outside. "Just outside" means beyond the reach of the image attraction, yet close compared with the width of the face. With \(E(N)\) the ground-state energy,

\[
\Phi=E(N-1)-e\phi(\infty)-E(N)=-e\phi(\infty)-\mu,\qquad \mu=\frac{dE}{dN},
\]

where the derivative replaces the difference because the metal is large.

Write the energy as the electrostatic energy of all charges plus a functional \(G[n]\) for kinetic energy, exchange and correlation. A change \(\delta n\) alters the charge by \(-e\,\delta n\) and the electrostatic energy by \(-e\int\phi\,\delta n\). Minimizing at fixed electron number gives the same \(\mu\) everywhere:

\[
\mu=-e\phi(\mathbf r)+\frac{\delta G}{\delta n(\mathbf r)} .
\]

Deep inside jellium the density is uniform, and \(G\) per volume is \(n\varepsilon(n)\), with \(\varepsilon\) the energy per electron. Hence

\[
\mu=-e\phi(-\infty)+\bar\mu,\qquad
\bar\mu=\left.\frac{d(n\varepsilon)}{dn}\right|_{\bar n}=E_F+\mu_{xc}. \tag{5}
\]

The kinetic part follows because \(\tfrac35nE_F\propto n^{5/3}\) has derivative \(E_F\), the kinetic Fermi energy; \(\mu_{xc}\) is the exchange-correlation part. Substitution gives

\[
\Phi=-e[\phi(\infty)-\phi(-\infty)]-\bar\mu=D-\bar\mu .
\]

If the interior reference energy is raised by \(\delta\), both \(D\) and \(\bar\mu\) fall by \(\delta\), and \(\Phi\) is unchanged. The difference \(D-\bar\mu\) is physical; the split into two terms is a convention.

**A force balance at the edge.** The uniform electron gas has pressure \(P=n^2d\varepsilon/dn\). On everything to the right of a deep plane, the total electrostatic force per area is \(\int\rho E\,dz=\tfrac12\varepsilon_0[E^2]=0\), since the field vanishes at both ends. Equilibrium of the electrons requires an electrostatic force \(-P\) on them, so the background feels \(+P\):

\[
P=e\bar n\int_{-\infty}^0E\,dz=e\bar n[\phi(-\infty)-\phi(0)].
\]

An electron's electrostatic energy therefore rises by \(P/\bar n=\bar n\,d\varepsilon/dn=\bar\mu-\varepsilon\) from the interior to the background edge. This fixes part of the barrier from bulk data; the rest depends on the density tail. Below about 22 electrons per nm³ the pressure is negative, and the energy falls toward the edge instead.

## 6. A self-consistent surface

Choose \(\bar n=8.0\times10^{22}\ \mathrm{cm}^{-3}\), roughly the density of three valence electrons per atom in lanthanum. The Kohn-Sham equations were solved for jellium slabs in the local density approximation with Perdew-Wang correlation, using a sine basis across the slab and free motion along it. At the midplane the field is zero by symmetry, so equation (1) gives each barrier from half the slab. Six widths from 2.36 to 2.75 nm, in steps of one sixth of the Fermi wavelength of 0.471 nm, were averaged to reduce standing-wave effects. The work functions of the six differ by up to 0.05 eV.

The averaged surface has 2.015 electrons per nm² beyond the background edge. By Gauss's law the field strength there is

\[
18.095\times2.015=36.5\ \mathrm{V/nm}.
\]

The first moment is \(-0.1619\ e/\mathrm{nm}\). Dividing its size by the spilled charge gives 0.080 nm, the separation of two equivalent sheets as in section 1. The barrier is

\[
D=18.095\times0.1619=2.93\ \mathrm{eV}.
\]

The bulk term is

\[
\bar\mu=6.770-7.335=-0.565\ \mathrm{eV},
\]

so

\[
\Phi=2.929+0.565=3.49\ \mathrm{eV}.
\]

The Fermi level relative to vacuum, read from the slab solutions, gives the same 3.49 eV. Kinetic energy and exchange-correlation nearly cancel in the bulk, which leaves the dipole as the larger term at this density.

Two other routes bear on the derivation. For the 2.592 nm slab, the Fermi level gives 3.466 eV; removing and adding a small charge and differencing the total energies also gives 3.466 eV. The averaged rise in electrostatic energy from midplane to edge is 1.012 eV, against 1.010 eV from the force balance.

The third decimal of these figures is not converged. Removing the error of the real-space grid moves the spilled charge to 2.020 per nm² (edge field 36.55 V/nm), the edge rise to 1.010 eV, \(D\) to 2.928 eV and the single-slab \(\Phi\) to 3.464 eV. Denser or thicker sets of widths move \(D\) between 2.925 and 2.930 eV and the edge rise between 1.006 and 1.011 eV. The values \(D=2.93\) eV and \(\Phi=3.49\) eV are stable against grid and slab width, but they belong to this functional. The PBE gradient-corrected functional lowers both by about 0.08 eV, and Wigner's correlation formula raises \(\Phi\) by about 0.13 eV.

## 7. Putting some of the ions back

Jellium at this density has positive pressure and would expand; in a metal the ions hold it together. Stabilized jellium represents their mean effect by a uniform energy \(W\) inside the background.

Let each ion have valence \(Z\) and a neutral sphere of radius \(r_0\), and write \(K=e^2/4\pi\varepsilon_0\). In uniform electrons the ion-electron energy is \(-\tfrac32KZ^2/r_0\) and the electron-electron energy \(\tfrac35KZ^2/r_0\), or \(-\tfrac9{10}KZ/r_0\) per electron together. Core repulsion adds \(\gamma n\), with \(\gamma\) fixed by the core. Since \(r_0\propto n^{-1/3}\), zero pressure requires

\[
n\frac{d\varepsilon}{dn}-\frac3{10}\frac{KZ}{r_0}+\gamma n=0 .
\]

\(W\) is the mean energy of an electron in the ion's potential, less that in the background's. The sphere averages of \(1/r\) and \(r^2\) are \(3/(2r_0)\) and \(3r_0^2/5\), so

\[
W=\gamma n-\frac{3KZ}{2r_0}+\frac{KZ}{r_0}\left(\frac32-\frac3{10}\right)
=\gamma n-\frac{3KZ}{10r_0}=-n\frac{d\varepsilon}{dn}.
\]

For a particular face with plane spacing \(d\), replace the sphere term by the planar average (4). Using \(Z=4\pi\bar nr_0^3/3\),

\[
W_{\rm face}=W+\frac{e^2\bar n}{\varepsilon_0}\left(\frac{r_0^2}{10}-\frac{d^2}{24}\right).
\]

Here \(W\) is counted with the bulk term, so \(\Phi=D-(\bar\mu+W)\), and \(D\) is the moment of the electrons and smooth background. The runs below hold density and slab width (2.592 nm) fixed. The two faces are those of a face-centred cubic packing with \(Z=3\), with spacings 0.307 nm for (111) and 0.266 nm for (100).

| Model | \(W\) (eV) | \(D\) (eV) | \(\Phi\) (eV) |
|---|---:|---:|---:|
| Jellium | 0 | 2.90 | 3.47 |
| Flat surface (sphere \(W\)) | −1.01 | 2.16 | 3.74 |
| (111) | −0.45 | 2.56 | 3.58 |
| (100) | 0.97 | 3.69 | 3.28 |

The sphere value of \(W\) is not an average over faces: \(W_{\rm face}=W\) would need \(d=0.322\) nm, more than any plane spacing of this lattice, so every face has a higher \(W\). The sphere value lowers the bulk term by 1.01 eV, but the dipole also falls by about 0.74 eV, so \(\Phi\) rises by only about 0.27 eV. A bulk shift cannot be added to the work function with the dipole held fixed. With a uniform \(W\), \(\Phi\) differs between the two faces by about 0.3 eV. The entries belong to one slab width; averaging over widths raises \(D\) and \(\Phi\) by 0.02 to 0.04 eV and gives 0.28 eV for the face difference. A uniform \(W\) keeps only the mean of the ion potential and drops its shape near the edge, so these face values belong to that approximation. If ions with the same \(\gamma\) (an empty core of radius 0.085 nm) are kept as discrete, planar-averaged planes, \(\Phi\) is 3.97 to 4.01 eV for (111), 4.04 to 4.05 eV for (100) and 3.36 to 3.40 eV for (110), depending on the number of planes in the slab (7 to 11, 8 to 12 and 12 to 16 respectively), so the two tabulated faces come out nearly equal and in the opposite order.

## 8. Lanthanum, fields and contacts

The measured work function of lanthanum is roughly 3.5 eV. The closeness of the jellium value is not evidence of that accuracy: the ionic corrections alone move it by up to about 0.3 eV with a uniform \(W\) and by about 0.55 eV with discrete ion planes, and lanthanum's d electrons, its own stacking, surface relaxation and the true image tail of exchange-correlation are all left out. The calculation also assumes a clean surface, whereas lanthanum oxidizes readily in air. By equation (2), an added layer that changes the first moment by \(-0.01\ e/\mathrm{nm}\), with the bulk unchanged, raises \(\Phi\) by 0.18 eV. At a semiconductor contact the vacuum side is replaced by another solid with its own charge rearrangement, so the vacuum \(D\) cannot be carried over unchanged.

An applied field also breaks the assumptions. If a field of strength \(F\) pulls electrons outward, the energy outside the metal is \(-e^2/(16\pi\varepsilon_0z)-eFz\), measured from the zero-field vacuum level. Setting its derivative to zero gives

\[
z_0=\sqrt{\frac{e}{16\pi\varepsilon_0F}},\qquad
\Delta\Phi=2eFz_0=\sqrt{\frac{e^3F}{4\pi\varepsilon_0}} .
\]

At 0.1 MV/cm the top lies 6.0 nm out and the barrier is lowered by 0.12 eV. This classical image form is adequate there because 6.0 nm is far beyond the electron tail.

At fixed density, temperature matters much less in the bulk kinetic term. Solving the free-electron number equation at fixed density shifts that chemical potential by \(-8.1\times10^{-5}\) eV at 300 K. Thermal expansion and changes of the surface dipole are not included in that figure. Since \(E_F\propto n^{2/3}\), a 1% expansion in volume lowers \(E_F\) by 0.045 eV; in jellium \(D\) and \(\mu_{xc}\) shift with it, and \(\Phi\) falls by only about 0.004 eV. With the sphere \(W\) of section 7 and a fixed core, \(\Phi\) rises by about 0.007 eV instead, so jellium does not fix even the sign of this small change.
